Choosing the Absorber Strength for Field-Induced Si–H Tunnelling Widths

A hydrogen atom in vibrational level 16 of a model Si–H bond tunnels out in a field of 9 MV/cm. An artificial absorber placed outside the barrier gives the width of this level. When the absorber strength rises from 0.083 to 6.7 eV, a factor of 81, the computed width rises by only 0.5%, from 6.22×10⁻⁵ to 6.25×10⁻⁵ eV. At 0.03 eV it is 8% too small, and at 100 eV it is 11% too large. The figures at the weak end depend on where the computational box ends: shifting its end by less than 0.1 Å can make the error at 0.083 eV nearly 2% of either sign. The setting has no physical value of its own, yet there is a range in which it hardly matters. The analysis below shows why, and how to find that range for another level.

**What is being computed**

Let x be the stretch of the bond from equilibrium, m the moving mass and f = qF the force of the field F on an effective charge q. The algebra uses atomic units. The potential is

V(x) = D(y² − 2y) − fx, y = e^(−ax).

The tilt is constant, so the departing fragment must stay charged. The model has one coordinate, one electronic state and no exchange of energy with the solid.

Since dy/dx = −ay, the slope is V′ = 2aDy(1−y) − f. Setting it to zero gives

y² − y + f/(2aD) = 0, y = [1 ± √(1 − 2f/(aD))]/2.

The larger root is the well bottom. The smaller one, y_b, lies further out and is the barrier top. Both exist for f < aD/2. A second derivative gives V″ = −2a²Dy(1−2y), which is negative at y_b.

The example takes D = 3.0 eV, a = 1.7 Å⁻¹, q = 1 and f = 0.090 eV/Å. Then 2f/(aD) = 0.180/5.10 = 0.0353 and y_b = 0.0089, so the top lies at x = −ln(y_b)/a = 2.78 Å, with energy −0.303 eV. Level 16, counted from zero, lies 0.0187 eV below it.

Beyond the barrier the potential falls without limit, so the level is a resonance with energy E = E_R − iΓ/2. Its probability carries the factor |e^(−iEt)|² = e^(−Γt), and Γ is the decay rate. To relate Γ to the escaping current, multiply −ψ″/(2m) + Vψ = Eψ by ψ* and subtract the complex conjugate of the result. The potential cancels:

−(1/2m)(ψ*ψ″ − ψψ*″) = −iΓ|ψ|².

The bracket is the derivative of 2i Im(ψ*ψ′). Integration from the left, where ψ vanishes, to a point X gives

Γ = Im(ψ*ψ′) at X, divided by m∫|ψ|²dx up to X.

The wave at X must be outgoing. Far out the Morse part has died away and ψ″ = −2mf(x + E/f)ψ. With z = −(2mf)^(1/3)(x + E/f) this becomes Airy's equation d²ψ/dz² = zψ. The outgoing solution is Bi(z) + i Ai(z): for large negative z it is proportional to |z|^(−1/4)e^(iθ), with θ = (2/3)|z|^(3/2) + π/4, and this phase grows with x.

**What the absorber changes**

A finite box ends in a wall, which sends the wave back. The absorber removes the wave before it returns:

H(η) = H₀ − iηW, W = ((x−x_c)/L)² for x > x_c, and W = 0 before x_c.

Here η is the strength, x_c the onset and L the length. H₀ is Hermitian in the box. Taking the imaginary part of ⟨ψ|H|ψ⟩ = E⟨ψ|ψ⟩ therefore gives the raw width

Γ_raw = 2η⟨ψ|W|ψ⟩/⟨ψ|ψ⟩.

At η = 0 in a fixed box all eigenvalues are real and the width is lost. The strength may go to zero only after the box has been made long. In a finite box one looks instead for the strength at which the energy changes least.

On a real grid, H(η) equals its own transpose, although it is not Hermitian. Write (u|v) for the product without complex conjugation. Differentiating (H−E)ψ = 0 with respect to η gives

(−iW − dE/dη)ψ + (H−E)dψ/dη = 0.

Multiply from the left by the transpose of ψ. The last term vanishes because H is symmetric, and

dE/dη = −i(ψ|W|ψ)/(ψ|ψ).

One eigenvector thus yields both the energy and its slope. The formula fails if (ψ|ψ) = 0, which can happen where two eigenvectors merge. The useful measure of sensitivity is |η dE/dη|, the change of energy per unit change of ln η.

**Too weak: an echo from the wall**

Inside the absorber the local wave number k′ obeys k′² = 2m(E − V + iηW). For ηW much smaller than the kinetic energy, expansion about the unabsorbed value k = mv gives k′ ≈ k + iηW/v. The amplitude that travels to the wall and back is reduced by

e^(−κη), κ = 2∫W dx/v ≈ 2L/(3v̄),

because ∫W dx = L/3 over the absorber. Here v̄ is a typical speed where W is large.

For numbers in eV and Å, 1/m becomes ħ²/m = 0.0042965 eV Å² and v becomes ħv. The example has x_c = 5.5 Å and L = 6 Å, and its grid stops at 11.5 Å, which acts as a wall. The mean position weighted by W is x_c + 3L/4 = 10 Å. With E_R = −0.322 eV the kinetic energy there is 0.900 − 0.322 = 0.578 eV, so ħv̄ = √(2×0.0042965×0.578) = 0.070 eV Å and κ ≈ 4/0.070 = 57 eV⁻¹. The echo amplitude is about 0.18 at η = 0.03 eV and 0.009 at 0.083 eV. The raw widths there are low by 8% and 0.2%. The estimate gives the steep fall, though not the exact size or the sign of the error, which also depend on the phase of the echo. A small shift of the wall can turn a width that is too low into one that is too high. For an exact hard wall placed between 11.4 and 11.6 Å, the error runs from about −30% to +44% at 0.03 eV and over about ±1.8% at 0.083 eV, close to twice the echo amplitude. The 0.2% above therefore comes from a favourable phase. The cut-off end of the grid also reflects with a different phase from an exact hard wall at 11.5 Å, so the signs and sizes quoted for weak absorption belong to this grid.

A test separates this error from the others. The wall was moved to 12.2 Å with the onset and steepness of the absorber held fixed. The width at 0.03 eV changed by 5%, while at 100 eV the relative change was 4×10⁻¹⁴. The weak-side error depends on the wall and the strong-side error does not.

**Too strong: reflection at the front**

The absorber also disturbs the wave where it begins. Let s = x − x_c, treat k as constant near the onset, and write the outgoing wave of a narrow, normalised state as Ae^(iks). The current formula gives Γ = |A|²k/m. The slope formula needs

(ψ|W|ψ) = (A²/L²)∫s²e^(2iks)ds, from 0 to ∞.

Slow damping inside the absorber removes the upper end. With p = −2ik plus a small positive part, ∫s²e^(−ps)ds = 2/p³ and p³ = 8ik³. The result is −iA²/(4k³L²). For a narrow state (ψ|ψ) ≈ 1, because ψ is nearly real in the well. Hence

|η dE/dη| = η|A|²/(4k³L²) = Γηm/(4k⁴L²) = Γη/(8Kk²L²),

where K = k²/(2m) is the kinetic energy at the onset. The phase of A² decides how this shift is shared between position and width. The relative change of width is at most twice |η dE/dη|/Γ at this order.

For level 16, K = 0.1737 eV at 5.5 Å. Then k² = 2×0.1737/0.0042965 = 80.9 Å⁻² and k²L² = 2911. The formula gives |η dE/dη| = 2.47×10⁻⁴ Γη, with η in eV. At η = 1.73 eV and Γ = 6.23×10⁻⁵ eV this is 2.67×10⁻⁸ eV, and the scan gives 2.66×10⁻⁸ eV. At 6.7 eV the two values are 1.03×10⁻⁷ and 1.04×10⁻⁷ eV. At 26 eV the computed slope is already about twice the linear estimate, so the first-order law has failed.

The flat range lies between these two errors. The echo falls exponentially with η and the front error grows linearly. A slow wave at the onset is harmful: since k² is proportional to K, the front error varies as 1/K². The onset must therefore lie well beyond the outer turning point. For level 16 this point is at about 3.4 Å, slightly inside the value −E_R/f = 3.6 Å that the tilt alone would give, because the tail of the Morse part still lowers the potential there.

The estimates also give a length. Let ε be the tolerated size of both e^(−κη) and η/(8Kk²L²). The first condition requires η ≥ 3v̄ ln(1/ε)/(2L). Inserting this smallest strength into the second gives

L³ ≥ 3v̄ ln(1/ε)/(16Kk²ε).

For ε = 10⁻⁴ and the numbers above, L³ ≥ 3×0.070×9.2/(16×0.1737×80.9×10⁻⁴) ≈ 86 Å³, or L ≥ 4.4 Å. The chosen 6 Å leaves a margin. This rule holds for a quadratic absorber, a narrow level and a wave number that changes little over one wavelength.

**Removing the linear error**

In the flat range write E(η) = E_res + c₁η + c₂η² + B(η), where B is the echo. The combination

E₁ = E − η dE/dη = E_res − c₂η² + B − η dB/dη

no longer contains c₁. If B is proportional to e^(−κη), its last two terms are (1+κη)B, so the correction enlarges the echo. At 0.03 eV the corrected width is 30% low, worse than the raw value. The corrected energy therefore needs its own stationary point. From dE₁/dη = −η d²E/dη² it follows that

dE₁/d ln η = −η² d²E/dη²,

and the size of this quantity is to be minimised. For level 16, on a grid of 25 strengths spaced evenly in ln η from 0.03 to 100 eV, the raw energy is most stable at 0.32 eV and the corrected one at 0.45 eV.

The reference is a calculation without an absorber, in which the wave is integrated numerically and joined to the outgoing Airy function. The raw width of level 16 differs from it by a relative 1.4×10⁻⁴ and the corrected width by 3.4×10⁻⁶. Moving the absorber to 6.3 Å, with length 7 Å and the wall at 13.3 Å, changes the corrected width by a relative 4×10⁻⁷. This smaller figure suggests that most of the 3.4×10⁻⁶ comes from the reference integration. All these figures measure numerical error within the model and say nothing about the model's own accuracy.

**Grid and very small widths**

On a grid of spacing Δ, functions contain wave numbers up to π/Δ. The kinetic matrix is the average of k²/(2m) over this band:

T_ij = (Δ/2π)∫(k²/2m)e^(ikΔ(i−j))dk, from −π/Δ to π/Δ.

For i = j this gives π²/(6mΔ²). For i ≠ j, integration by parts leaves (−1)^(i−j)/[mΔ²(i−j)²]. The spacing must satisfy π/Δ > k throughout the well, with room for the tails. Here Δ = 0.045 Å gives 70 Å⁻¹, while level 16 reaches about 35 Å⁻¹ at the well bottom.

At 8 MV/cm level 15 has a width of 3.0×10⁻¹³ eV. The potential at the left edge of the grid is about 36 eV, and double precision resolves such a number to about 10⁻¹⁴ eV. The imaginary part of a computed eigenvalue can therefore lose most of its digits. The norm formula avoids this loss. Inserting the slope into E₁ gives

Γ₁ = 2η[⟨ψ|W|ψ⟩/⟨ψ|ψ⟩ − Re((ψ|W|ψ)/(ψ|ψ))],

in which both terms are small from the start. The result agrees with the Airy calculation to a relative 1.4×10⁻⁵.

**A working procedure**

1. Find the barrier top and keep levels that lie below it.
2. Put the onset well beyond the outer turning point and choose L from the inequality above.
3. Diagonalise once at a middle strength. Among states of negative energy, keep those with most of their weight inside the barrier and count them upwards. The energy condition removes grid states squeezed against the left wall.
4. Follow each state to weaker and stronger absorption, starting each solution from the last vector. Stop if the overlap (ψ_old|ψ_new) drops markedly.
5. Take E₁ where |η² d²E/dη²| is smallest, then repeat with the absorber moved.

**Reading the widths**

Well below the top, the width is the rate of attempts times the chance of passing the barrier:

Γ ≈ (1/T_cl)exp(−2∫√(2m(V−E))dx),

with T_cl the classical period and the integral taken through the barrier. For level 15 at 9 MV/cm the exponential is 7.9×10⁻⁹ and the formula gives 7.84×10⁻¹¹ eV. The resonance calculation gives 7.75×10⁻¹¹ eV, a difference of 1%.

If the barrier were a parabola of depth δ above the level and frequency ω_b = √(−V″/m), the integral would be half the area of an ellipse and the exponential would become e^(−2πδ/ω_b). With δ = 0.0717 eV and ħω_b = 0.0255 eV this is 2.2×10⁻⁸, almost three times too large. The real barrier has a long outer side, which the parabola cuts short.

The exponent also explains the response to the field. At 8, 9 and 10 MV/cm level 15 lives 2.2 ms, 8.5 μs and 98 ns. Its distance below the top shrinks from 0.086 to 0.072 and 0.058 eV, and the barrier becomes thinner.

That Γ is a decay rate was tested for level 16 by preparing the atom behind a barrier held flat beyond its top and then restoring the tilt, with the absorber in place to remove the escaping wave. Between one and two lifetimes the logarithm of the survival probability fell by 1.0002, where 1 is expected. The flat barrier holds 17 levels below its top at 9 MV/cm, numbers 0 to 16. Level 17 is therefore not treated as a tunnelling level there. At 5 MV/cm it lies 0.023 eV below the top and has a width of 2.1×10⁻⁶ eV.

**What this says about a real interface**

The parameters are rough values for Si–H at a Si/SiO₂ interface. A field of 9 MV/cm is close to rough oxide breakdown, 10 MV/cm, and well above usual operation. A full unit of charge is also high for this bond, and a neutral hydrogen atom would feel no constant pull at large distance. The numbers are very sensitive to the charge: halving it, with the bond and field unchanged, lowers the width of level 16 from 6.2×10⁻⁵ to 1.9×10⁻¹⁶ eV. Using the bare hydrogen mass instead of the reduced mass lowers it 29-fold. If the bond site stays negative, its Coulomb attraction at the barrier is about 0.86 eV for a permittivity of 3.9. Polarization of a neutral site, with a rough polarizability of 5 Å³, gives about 0.11 eV without screening. Screening the field by the same permittivity divides this by 3.9² and leaves 0.007 eV. The zero-point energy of two rough 0.08 eV bends is 0.08 eV. The Coulomb and bend terms exceed the 0.019 eV between level 16 and the top, and the polarization term does so only if the screening is weak.

Energy exchange with the solid matters as well. At 300 K the Boltzmann factor from level 15 to the top is 0.06, against a tunnelling factor of 8×10⁻⁹, so thermal activation would dominate if the atom can gain that energy before it relaxes. With an assumed relaxation time of 10 ps, direct tunnelling takes about half of the decays from level 16 and about one in a million from level 15. The widths suit a study of method and trends under the stated tilt. They are not device lifetimes. The numerical output below lists eight of the 25 strengths in the scan of level 16, and the results for all cases.

Table of computed values

```
Morse depth 3.0 eV, range 1.7 1/angstrom
reduced mass 0.9729 u
hbar^2/mass 4.296540e-03 eV angstrom^2
effective charge 1.0 e, field 9.0 MV/cm
force 0.090 eV/angstrom
field-free 0-1 quantum 0.2605 eV
field-free n=15,16,17: -0.26086 -0.18658 -0.12472 eV
largest grid error, field-free 8.9e-15 eV
barrier at 2.7773 angstrom, top -0.30313 eV
barrier quantum hbar*omega 0.02552 eV
closed-barrier levels below the top: 17
grid: left -0.9, spacing 0.045, wall 11.5 angstrom
absorber start 5.5, length 6.0 angstrom; points 275
n=16 scan: eta eV | raw width eV | corrected eV | slope eV
0.0300 | 5.743505e-05 | 4.342928e-05 | 1.83e-05
0.0827 | 6.217749e-05 | 6.163375e-05 | 2.51e-06
0.2280 | 6.232631e-05 | 6.231817e-05 | 5.00e-09
0.4481 | 6.233249e-05 | 6.232025e-05 | 6.86e-09
1.7321 | 6.236775e-05 | 6.231996e-05 | 2.66e-08
6.6943 | 6.250702e-05 | 6.231610e-05 | 1.04e-07
25.8734 | 6.313197e-05 | 6.149134e-05 | 8.89e-07
100.0000 | 6.918594e-05 | 7.009512e-05 | 8.40e-06
n=15, 9 MV/cm: energy -0.374838 eV, below top 0.07170 eV
  width 7.74978e-11 eV, lifetime 8.493e-06 s
  eta raw 0.228, corrected 0.448 eV; Airy width 7.74973e-11 eV
  relative errors: raw 1.2e-04, corrected 7.1e-06
n=16, 9 MV/cm: energy -0.321794 eV, below top 0.01866 eV
  width 6.23202e-05 eV, lifetime 1.056e-11 s
  eta raw 0.320, corrected 0.448 eV; Airy width 6.23200e-05 eV
  relative errors: raw 1.4e-04, corrected 3.4e-06
n=15, 8 MV/cm: energy -0.361250 eV, below top 0.08623 eV
  width 3.01130e-13 eV, lifetime 2.186e-03 s
  eta raw 0.163, corrected 0.448 eV; Airy width 3.01125e-13 eV
  relative errors: raw 2.6e-05, corrected 1.4e-05
n=15, 10 MV/cm: energy -0.388743 eV, below top 0.05815 eV
  width 6.72506e-09 eV, lifetime 9.787e-08 s
  eta raw 0.228, corrected 0.448 eV; Airy width 6.72503e-09 eV
  relative errors: raw 1.3e-04, corrected 5.3e-06
n=17, 5 MV/cm: energy -0.209244 eV, below top 0.02349 eV
  width 2.07870e-06 eV, lifetime 3.166e-10 s
  eta raw 0.163, corrected 0.320 eV; Airy width 2.07869e-06 eV
  relative errors: raw 3.8e-04, corrected 4.6e-06
wall moved to 12.2 angstrom, relative width change: weak 5.0e-02, strong 4.4e-14
absorber moved: relative width change 4.0e-07
propagated decay rate / (width/hbar) 1.0002
n=15 semiclassical width 7.8386e-11 eV
n=15 tunnelling factor 7.857e-09
n=16 width, half effective charge 1.905e-16 eV
n=16 width, bare hydrogen mass 2.149e-06 eV
n=15 Boltzmann factor to top, 300 K 6.244e-02
rough relaxation 10 ps: 6.58e-05 eV
escape share against relaxation, n=15,16: 1.18e-06 4.86e-01
field / rough breakdown 10 MV/cm: 0.90
two rough 0.08 eV bends: zero-point energy 0.08 eV
rough polarizability 5 angstrom^3: barrier shift 0.108 eV
Coulomb pull, permittivity 3.9, bond 1.5 angstrom: 0.863 eV
```
